# Field-Shift Factors from Finite Differences and from the Relaxed Expectation Value

## The form of the field shift

A nucleus is much smaller than an atom. When its charge spreads out, the electron's potential energy $V$ changes by an amount $\delta V$ that is confined to the nuclear region. If the electron density $\rho$ is nearly constant there, the level shift is $\rho(0)\int\delta V\,d^3r$. In atomic units this integral has the dimension of charge squared times length squared. It is linear in the nuclear charge density, rotationally invariant, and contains no length besides those of the charge distribution. It must therefore be a number times $Z\,\delta\lambda$, where

$$\lambda=\langle r^2\rangle=R^2$$

is the mean-square charge radius.

Poisson's equation gives the number. For an electron, $\nabla^2V=4\pi Zn$, with $n$ the nuclear density normalized to one. Since $\nabla^2r^2=6$ and $\delta V$ vanishes rapidly outside the nucleus, two partial integrations leave no surface term:

$$\int\delta V\,d^3r=\frac16\int r^2\nabla^2\delta V\,d^3r=\frac{2\pi Z}{3}\,\delta\lambda .$$

The sign is positive: a larger nucleus binds an $s$ electron less. For a transition, the field-shift factor is

$$F=\frac{d(\varepsilon_{\rm upper}-\varepsilon_{\rm lower})}{d\lambda},\qquad \delta\nu=F\,\delta\lambda ,$$

with $F$ expressed in frequency units in the second relation.

Two effects modify the estimate. The relativistic density varies inside the nuclear region, and the core orbitals change with the nucleus, which shifts even levels with no density there. Both are included below. Nuclear recoil, the Breit interaction, QED and electron correlation are not.

## The model

For a Gaussian nuclear charge,

$$V(r)=-\frac{Z}{r}\,{\rm erf}(\sqrt\xi\,r),\qquad \xi=\frac{3}{2\lambda}.$$

The derivative of the error function with respect to $\sqrt\xi$ is $(2r/\sqrt\pi)e^{-\xi r^2}$, and $d\sqrt\xi/d\lambda=-\sqrt\xi/(2\lambda)$. The two minus signs cancel:

$$w\equiv\frac{\partial V}{\partial\lambda}=\frac Z\lambda\sqrt{\frac{\xi}{\pi}}\;e^{-\xi r^2}.$$

Its volume integral is $(Z/\lambda)\sqrt{\xi/\pi}\,(\pi/\xi)^{3/2}=\pi Z/(\lambda\xi)=2\pi Z/3$, as required.

A radial orbital is $\phi=(P,Q)^T$ with $\int(P^2+Q^2)dr=1$. With the rest energy subtracted, the one-electron Hamiltonian is

$$h_\kappa=\begin{pmatrix}V&c(-d/dr+\kappa/r)\\ c(d/dr+\kappa/r)&V-2c^2\end{pmatrix}.$$

The core consists of closed subshells, with $D_\kappa(r,r')=\sum_c\phi_c(r)\phi_c(r')^T$. The Dirac–Hartree–Fock operator is $H_\kappa=h_\kappa+G_\kappa[D]$, where the Coulomb mean field is

$$\begin{aligned}(G_\kappa[D]\phi)(r)=\sum_{\kappa'}(2j'+1)\int dr'\Big[&\frac{{\rm tr}\,D_{\kappa'}(r',r')}{r_>}\phi(r)\\&-\sum_k\Lambda_k\frac{r_<^k}{r_>^{k+1}}D_{\kappa'}(r,r')\phi(r')\Big].\end{aligned}$$

Here $\Lambda_k$ is the square of the $3j$ symbol with upper row $j,k,j'$ and lower row $-\frac12,0,\frac12$, for $l+l'+k$ even, and zero otherwise. Two properties matter: $G$ is linear in $D$, and, because $\Lambda_k$ and the radial kernels are symmetric,

$$\sum_\kappa(2j+1){\rm Tr}(A_\kappa G_\kappa[B])=\sum_\kappa(2j+1){\rm Tr}(B_\kappa G_\kappa[A]).\tag{1}$$

A valence level is an eigenvalue of $H_\kappa$ in the field of the closed core. It is an orbital energy, not a difference of two separately optimized total energies.

## The expectation value with core relaxation

Let the basis be orthonormal and independent of $R$, and let a prime denote $d/d\lambda$. Differentiating $Hv=\varepsilon v$ and multiplying by $v^T$ gives

$$v^TH'v+v^THv'=\varepsilon'+\varepsilon v^Tv'.$$

Since $H$ is symmetric, $v^THv'=\varepsilon v^Tv'$, and these terms cancel:

$$\varepsilon_v'=\langle v|w|v\rangle+\langle v|G[D']|v\rangle .\tag{2}$$

The first term is the bare expectation; the second is core relaxation. If the basis moved with the nucleus, the matrices would acquire further derivatives and (2) would be incomplete.

The same differentiation for a core orbital, projected on another eigenvector $\phi_n$, gives $(\varepsilon_n-\varepsilon_c)\phi_n^T\phi_c'=-\langle n|H'|c\rangle$. Normalization removes the component along $\phi_c$, so

$$\phi_c'=-\sum_{n\ne c}\phi_n\frac{\langle n|w+G[D']|c\rangle}{\varepsilon_n-\varepsilon_c},\qquad D'=\sum_c(\phi_c'\phi_c^T+\phi_c\phi_c'^T).\tag{3}$$

The sum includes negative-energy eigenvectors, because the expansion needs the whole basis. Terms mixing two core orbitals are antisymmetric in the pair and cancel in $D'$. Equation (3) is iterated, starting from $G[D']=0$.

There is an equivalent form containing $w$ alone. Write $(Y,D)=\sum_\kappa(2j+1){\rm Tr}(Y_\kappa D_\kappa)$, and write (3) as $D'=\chi(w+G[D'])$. The map $\chi$ is symmetric, since

$$(Y,\chi X)=-2\sum_\kappa(2j+1)\sum_{c}\sum_{n\notin{\rm core}}\frac{Y_{nc}X_{nc}}{\varepsilon_n-\varepsilon_c}.$$

The valence density averaged over magnetic substates is $D^v=vv^T/(2j_v+1)$. Its field $u=G[D^v]$ induces a core change $\Delta=\chi(u+G[\Delta])$. By the symmetry of $\chi$,

$$(u+G[\Delta],D')=(w+G[D'],\Delta).$$

By (1), $(G[\Delta],D')=(G[D'],\Delta)$, so $(u,D')=(w,\Delta)$. Also by (1), the relaxation term in (2) is $(G[D'],D^v)=(u,D')$. Therefore

$$\varepsilon_v'=\langle v|w|v\rangle+\sum_\kappa(2j+1){\rm Tr}(w_\kappa\Delta_\kappa).\tag{4}$$

This is the expectation of the potential derivative over the valence density plus the core density that the valence electron induces. Form (2) needs one response calculation for all valence levels; form (4) needs one per level, but shows where the shift arises. Since $w>0$, a negative relaxation term means that the valence electron lowers the $w$-weighted core density at the nucleus.

## Finite differences and their step error

Solve the core at $R_\pm=R_0(1\pm s)$. Since $R_+^2-R_-^2=4sR_0^2$, the central quotient is

$$\mathcal D(s)=\frac{\varepsilon(R_+)-\varepsilon(R_-)}{4sR_0^2}.$$

Let $g(R)=R\,d\varepsilon/d\lambda$, so that $d\varepsilon/dR=2g$. Expanding $g$ about $R_0$ and integrating over the symmetric interval removes the linear term:

$$\varepsilon(R_+)-\varepsilon(R_-)=4sR_0g+\frac23(sR_0)^3g_{RR}+O(s^5).$$

Division by $4sR_0^2$ gives

$$\mathcal D(s)=\varepsilon'\left[1+\frac{s^2R_0^2g_{RR}}{6g}+O(s^4)\right].\tag{5}$$

As $s\to0$, the quotient becomes $\varepsilon'$, which (2) and (4) also give. This proves the equivalence within one fixed basis.

The size of the error follows from the wavefunction near the nucleus. Just outside it, where $V\approx-Z/r$ dominates, the Dirac equations reduce to

$$P_r=-\frac{\kappa P}{r}+\frac{ZQ}{cr},\qquad Q_r=\frac{\kappa Q}{r}-\frac{ZP}{cr}.$$

A solution $r^\gamma$ requires $(\gamma+\kappa)(\gamma-\kappa)+Z^2/c^2=0$. For $|\kappa|=1$, $\gamma=\sqrt{1-(Z/c)^2}$. The volume density therefore scales as $r^{2\gamma-2}$, and sampling it at $r\sim R$ gives $\varepsilon'\propto\lambda^{\gamma-1}$ to leading order.

For a single power $\varepsilon'\propto\lambda^p$, $g\propto R^{1+2p}$ and the error is $p(1+2p)s^2/3\approx ps^2/3$. For Ca$^+$ $4s$ at $R_0=3.5$ fm, the local exponent is $p=-0.01247$, while $\gamma-1=-0.01071$. At $s=0.2$ the single-power formula gives $-1.62\times10^{-4}$, or $-1.66\times10^{-4}$ in the shortened form $ps^2/3$; the observed relative error is $-1.865\times10^{-4}$. The slope is thus not a single power. A second term $\lambda^q$ enters the local exponent with weight $q$, but the step error with weight $q(1+2q)/3$. Close to the nucleus the orbital energy and the screening are small compared with $V$, so all $s$ orbitals have nearly the same shape there, and the ratio $R_0^2g_{RR}/g$ can be taken from a simpler one. Equation (5), with this ratio obtained as a second difference of hydrogenlike $1s$ expectation values at $R_0(1\pm0.2)$, predicts $-1.867\times10^{-4}$. At this step both numbers contain fourth-order terms of a few tenths of a percent: the exact curvature gives $-1.857\times10^{-4}$, to be compared with $-1.859\times10^{-4}$, the observed error at $s=0.05$ multiplied by 16.

Since the leading error is quadratic, steps of 0.2 and 0.05 combine as

$$\varepsilon'\approx\frac{16\,\mathcal D(0.05)-\mathcal D(0.2)}{15}.$$

For $4s$ this is $(16\times224.83740-224.79808)/15=224.84002$ MHz/fm². Equation (2) gives 224.84001 MHz/fm². These digits measure numerical agreement, not the accuracy of the atomic model.

A forward difference in $R$, divided by $2R_0$, is much worse:

$$\frac{\varepsilon(R_+)-\varepsilon(R_0)}{2sR_0^2}=\varepsilon'\left[1+\frac{s(1+2p)}2+O(s^2)\right].$$

At $s=0.05$ the predicted error is 2.44%, as found. Most of it comes from treating $R^2$ as linear in $R$. Dividing by the actual change $R_+^2-R_0^2$ leaves a first-order error $ps$, about $-0.06\%$.

## Roundoff and a stable difference

A basis that resolves the nucleus has very large eigenvalues. Here the largest $s$ eigenvalue is $1.16\times10^7$ hartree; multiplied by machine precision, it sets a roundoff scale of $2.6\times10^{-9}$ hartree. With the core held fixed, the measured rms error in the difference of two $4s$ eigenvalues is $1.0\times10^{-10}$ hartree. At $s=0.01$ the signal is $1.60\times10^{-8}$ hartree, so the relative noise is 0.62%.

If the noise does not depend on $s$, its relative size is $b/s$ with $b=0.0062\times0.01=6.2\times10^{-5}$. The step error is $as^2$ in magnitude, with $a=1.865\times10^{-4}/0.2^2=4.7\times10^{-3}$. Their sum is smallest at

$$s=\left(\frac{b}{2a}\right)^{1/3}\approx0.19,$$

where it is about $5\times10^{-4}$. This is a rough estimate. The noise of a self-consistent core is not included, and the noise level itself depends on how the basis is orthonormalized and diagonalized: with the same exponents it can reach $10^{-9}$ hartree, which moves the optimum to $s\approx0.4$ and the error to about $2\times10^{-3}$. In either case, reducing the step below the optimum makes the subtraction less accurate.

The remedy is to solve for the shift itself. In the eigenbasis at $R_0$, the displaced Hamiltonian is ${\rm diag}(\varepsilon)+W$, with $W=\Delta V+G[\Delta D]$. Let $Q$ denote all states except $i$, and write the new eigenvector as $(1,y)$ and its eigenvalue as $\varepsilon_i+\eta$. The two blocks of the eigenvalue equation are

$$\eta=W_{ii}+W_{iQ}y,\qquad(\varepsilon_Q-\varepsilon_i-\eta+W_{QQ})\,y=-W_{Qi}.\tag{6}$$

They are iterated from $\eta=W_{ii}$. No two displaced levels of ordinary size are subtracted. Three other small differences need the same care:

- The potential change is $\Delta V=Z[{\rm erfc}(\sqrt{\xi}\,r)-{\rm erfc}(\sqrt{\xi_0}\,r)]/r$, which is accurate where both error functions are close to one.
- With $N=\sqrt{1+y^Ty}$, the orbital change has components $y/N$ in $Q$ and $1/N-1=-y^Ty/[N(1+N)]$ along $i$.
- With $\delta\phi=\phi-\phi_0$, the density change is $\Delta D=\sum_c(\delta\phi_c\,\phi_c^T+\phi_{0c}\,\delta\phi_c^T)$.

The algorithm is then:

1. Solve the core at $R_0$ and store all eigenvectors.
2. Form $\Delta V$ for $R_+$ and set $\Delta D=0$.
3. Solve (6) for each core orbital, rebuild $\Delta D$ and $G[\Delta D]$, and repeat to convergence. Mixing 80% of the new field with 20% of the old suffices here.
4. Solve (6) for the valence levels.
5. Repeat for $R_-$ and form $\mathcal D(s)$.

With a fixed core and $s$ between 0.005 and 0.015, the stable difference departs from the bare expectation by at most $1.05\times10^{-6}$, relative to that expectation. The step error $as^2$ at $s=0.015$ is also $1.05\times10^{-6}$. This agreement also carries a warning: a frozen-core difference reproduces the bare expectation and says nothing about core relaxation.

As a check on (6), the radius was increased tenfold and the core solved separately by ordinary diagonalization. The $4s$ shifts are $3.90458\times10^{-5}$ and $3.90471\times10^{-5}$ hartree. The first comes from (6), the second from the separate solution. They differ by $1.3\times10^{-9}$ hartree, or $3\times10^{-5}$ of the shift. This is below the scale of $2.6\times10^{-9}$ hartree but thirteen times the noise measured with a fixed core, and its origin was not isolated.

## Errors that the equivalence cannot reveal

Equations (2), (4) and (5) agree in any fixed basis, including a poor one. The large components here are Gaussians $r^{l+1}e^{-\zeta r^2}$ with $\zeta=0.012\times2^m$ bohr$^{-2}$; the small components are proportional to $(d/dr+\kappa/r)$ acting on them. For $s$ and $p_{1/2}$, $\zeta$ reaches $8.2\times10^8$ bohr$^{-2}$, a length $\zeta^{-1/2}=3.5\times10^{-5}$ bohr, below $R_0=6.6\times10^{-5}$ bohr.

For a hydrogenlike $1s$ electron, this basis and direct integration of the Dirac equation both give a slope of $2.8758\times10^5$ MHz/fm². Stopping at $\zeta=8.1\times10^5$ bohr$^{-2}$ makes the slope 4.8% too small. The shortest length is then $r_c=1.1\times10^{-3}$ bohr. Outside the nucleus the $1s$ density varies approximately as $r^{2\gamma-2}e^{-2Zr}$. If it stopped rising at $r_c$, it would be too small by the factors $(r_c/R_0)^{2\gamma-2}\approx0.94$ and $e^{-2Z(r_c-R_0)}\approx0.96$, about 10% in all. This gives the sign and order of magnitude of the loss but is twice the observed value, so $r_c$ is only a rough cutoff.

The radial quadrature is also common to both methods. On a grid uniform in $x=\ln r$ with spacing $t$, the kernel $r_<^k/r_>^{k+1}$ has a slope jump $-(2k+1)/r$ at $r'=r$. The trapezoid sum needs the correction $t^2/12$ times this jump, so the diagonal kernel element is multiplied by $1-(2k+1)t/12$. Near the nonrelativistic point-nucleus limit, with $c=3\times10^4$ and $\lambda=10^{-10}$ bohr², the resulting Ca$^{2+}$ energy agrees with an independent Gaussian-integral Hartree–Fock calculation to $4\times10^{-5}$ hartree out of 676 hartree. A difference of this size is expected from the remaining relativistic shift, about $-6\times10^{-5}$ hartree, and the remaining finite-size shift, about $+2\times10^{-5}$ hartree, so it only bounds the quadrature error.

## Worked example: Ca$^+$

The core is Ca$^{2+}$ and the chosen radius is 3.5 fm, so $\lambda=12.25$ fm². The slopes $d\varepsilon/d\lambda$ are in MHz/fm².

| Level | Energy (hartree) | Bare | Relaxed |
|---|---:|---:|---:|
| $4s$ | $-0.4166$ | $215.38$ | $224.84$ |
| $4p_{1/2}$ | $-0.3100$ | $0.42$ | $-18.99$ |
| $4p_{3/2}$ | $-0.3091$ | $0.00$ | $-19.21$ |
| $3d_{3/2}$ | $-0.3309$ | $0.00$ | $-84.51$ |

The small bare value for $4p_{1/2}$ comes from its lower component, which has $l=0$. The $3d_{3/2}$ slope is almost entirely core relaxation: by (4), the $3d$ electron lowers the core density at the nucleus. A $4s$ electron raises it, adding $224.84-215.38=9.46$ MHz/fm². For $4s$ and $3d_{3/2}$, (2) and (4) agree to all printed digits.

The transition factors are

$$F(4s\to4p_{1/2})=-18.99-224.84=-243.83\ {\rm MHz/fm^2},$$

$$F(4s\to3d_{3/2})=-84.51-224.84=-309.35\ {\rm MHz/fm^2}.$$

In atomic units they are $-103.8$ and $-131.7$ hartree/bohr². An increase of 0.2 fm² in $\lambda$ lowers the two frequencies by about 49 and 62 MHz. Without core relaxation the factors would be $-214.96$ and $-215.38$ MHz/fm², too small in magnitude by 12% and 30% of the relaxed values.

A denser basis, with exponent ratio 1.75, and a different radial quadrature move the slopes and factors by up to 0.003 MHz/fm². The nuclear shape matters more: a Fermi distribution of the same rms radius, varied at fixed skin thickness, raises the hydrogenlike $1s$ slope by 0.09%, which corresponds to about 0.2 MHz/fm² for $4s$. These are mean-field results; the measured $4s\to4p_{1/2}$ factor is near $-280$ MHz/fm², about 15% larger in magnitude. Correlation and the second-order response of the core to the valence electron would change them, and the agreement between the numerical methods does not measure that change. The program asserts the equivalence for all four levels, with form (4) tested for $4s$ and $3d_{3/2}$.

## Values computed for the example and the checks

```
Nuclear charge Z = 20; rms radius = 3.500 fm
Mean-square radius = 12.2500 fm^2 = 4.374554e-09 bohr^2
Radial grid points = 333; logarithmic step = 0.060
Largest Gaussian exponent = 8.2463e+08 bohr^-2
Contact strength, quadrature = 41.88790187 a.u.
Nonrelativistic Ca2+ energy, this code = -676.146107 hartree
Nonrelativistic Ca2+ energy, PySCF = -676.146072 hartree
Dirac-Fock Ca2+ energy = -679.10392 hartree
Hydrogenlike 1s slope, basis = 287580.417 MHz/fm^2
Hydrogenlike 1s slope, ODE = 287580.434 MHz/fm^2
1s slope error, full basis = -0.00001 percent
1s slope error, exponents up to 8.053e+05 bohr^-2 = -4.7593 percent
4s level = -0.416631 hartree
4s slope: bare = 215.37889, relaxed = 224.84001 MHz/fm^2
4s finite difference: s=0.20: 224.79808, s=0.05: 224.83740, extrapolated: 224.84002 MHz/fm^2
4p1/2 level = -0.309999 hartree
4p1/2 slope: bare = 0.41653, relaxed = -18.98635 MHz/fm^2
4p1/2 finite difference: s=0.20: -18.98280, s=0.05: -18.98613, extrapolated: -18.98635 MHz/fm^2
4p3/2 level = -0.309089 hartree
4p3/2 slope: bare = 0.00001, relaxed = -19.21156 MHz/fm^2
4p3/2 finite difference: s=0.20: -19.20798, s=0.05: -19.21133, extrapolated: -19.21156 MHz/fm^2
3d3/2 level = -0.330870 hartree
3d3/2 slope: bare = 0.00000, relaxed = -84.51196 MHz/fm^2
3d3/2 finite difference: s=0.20: -84.49624, s=0.05: -84.51098, extrapolated: -84.51196 MHz/fm^2
4s slope from relaxed density = 224.84001 MHz/fm^2
3d3/2 slope from relaxed density = -84.51196 MHz/fm^2
F(4s-4p1/2): bare = -214.9624, relaxed = -243.8264 MHz/fm^2
F(4s-4p1/2), relaxed = -103.771452 hartree/bohr^2; shift for +0.2 fm^2 = -48.7653 MHz
F(4s-4p3/2): bare = -215.3789, relaxed = -244.0516 MHz/fm^2
F(4s-4p3/2), relaxed = -103.867297 hartree/bohr^2; shift for +0.2 fm^2 = -48.8103 MHz
F(4s-3d3/2): bare = -215.3789, relaxed = -309.3520 MHz/fm^2
F(4s-3d3/2), relaxed = -131.658869 hartree/bohr^2; shift for +0.2 fm^2 = -61.8704 MHz
4s central-step relative error: s=0.20: -1.8648e-04, s=0.05: -1.1620e-05
Predicted error for s=0.20: curvature: -1.8667e-04, single power: -1.6632e-04
4s local power p = -0.012474; gamma - 1 = -0.010708
4s forward-step error in R, s=0.05 = 2.4365 percent
4s shift at ten radii: stable = 3.904580e-05, separate SCF = 3.904708e-05 hartree
3d3/2 shift at ten radii: stable = -1.468338e-05, separate SCF = -1.468339e-05 hartree
Largest s-matrix eigenvalue = 1.1606e+07 hartree
Machine epsilon times it = 2.577e-09 hartree
Rms roundoff in subtracted 4s eigenvalues = 9.972e-11 hartree
Frozen-core 4s signal for s=0.01 = 1.604e-08 hartree
Rms roundoff relative to this signal = 0.622 percent
Largest stable-difference relative error in that scan = 1.046e-06
```
